# EOM-EE-CCSD sigma equations with three-body terms at sixth-order cost, part 2

An excited-state coupled-cluster calculation repeatedly multiplies a transformed Hamiltonian by a trial vector $R$. Forming its six-index three-body elements first requires loops over seven orbital indices. The task is to prove that the sigma vector $\sigma_\mu=\langle\mu|[\bar H,R]|0\rangle$ follows from (2)–(5), where no pairwise product loops over more than six.

The determinant $|0\rangle$ has $o$ occupied spin orbitals $i,j,k,l,m,n$ and $v$ empty ones $a,b,c,d,e,f$; $p,q,r,s$ denote any. The same letters denote annihilation operators. Repeated indices are summed, and $P(pq)X=X-X(p\leftrightarrow q)$. In $T=T_1+T_2$, $T_1=t_i^aa^\dagger i$ and $T_2=\tfrac14t_{ij}^{ab}a^\dagger b^\dagger ji$; $R=R_1+R_2$ has amplitudes $r$ instead. All these operators commute. Here $\bar H=e^{-T}He^T$, and $\langle\mu|$ projects on singles and doubles. Energies are in Eh.

Absorbing $T_1$ gives $\tilde H=e^{-T_1}He^{T_1}$, with dressed integrals $h,f,v$:

$$\tilde H=E_0+f_{pq}\{p^\dagger q\}+\tfrac14v_{pqrs}\{p^\dagger q^\dagger sr\},\qquad f_{pq}=h_{pq}+v_{pmqm}. \tag{7}$$

Braces denote normal order relative to $|0\rangle$. In $v_{pqrs}$ the first two indices are creation indices, the last two annihilation indices; $v$ is antisymmetric in each pair. By Lemma 2, an empty creation index $a$ acquires $-t_i^a$ times the integral with $i$ there, and an occupied annihilation index $i$ acquires $+t_i^a$ times that with $a$; other indices do not change.

By Lemma 3, contracting operators ("lines") of $V=\frac14v_{mnef}m^\dagger n^\dagger fe$ with one $T_2$ gives

$$\begin{array}{ll}
\text{lines contracted}&\text{result}\\
e,f&\tfrac14(\tfrac12v_{mnef}t_{ij}^{ef})\{m^\dagger n^\dagger ji\}\\
m,n&\tfrac14(\tfrac12t_{mn}^{ab}v_{mnef})\{a^\dagger b^\dagger fe\}\\
n,f&(v_{mnef}t_{jn}^{bf})\{m^\dagger b^\dagger je\}\\
m,n,f&(-\tfrac12v_{mnef}t_{mn}^{bf})\{b^\dagger e\}\\
n,e,f&(\tfrac12v_{mnef}t_{jn}^{ef})\{m^\dagger j\}
\end{array}\tag{8}$$

The CCSD residual $\Omega_\mu=\langle\mu|\bar H|0\rangle$, whose derivative along $R$ is $\sigma_\mu$, is

$$\Omega_i^a=f_{ai}+f_{me}t_{im}^{ae}+\tfrac12v_{amef}t_{im}^{ef}-\tfrac12v_{mnie}t_{mn}^{ae}, \tag{9}$$

$$\begin{aligned}
\Omega_{ij}^{ab}={}&v_{abij}+P(ab)f_{be}t_{ij}^{ae}-P(ij)f_{mj}t_{im}^{ab}
+\tfrac12v_{abef}t_{ij}^{ef}\\
&+\tfrac12v_{mnij}t_{mn}^{ab}+P(ij)P(ab)v_{mbej}t_{im}^{ae}+Q_{ij}^{ab},
\end{aligned}\tag{10}$$

$$\begin{aligned}
Q_{ij}^{ab}={}&-\tfrac12P(ab)v_{mnef}t_{mn}^{bf}t_{ij}^{ae}-\tfrac12P(ij)v_{mnef}t_{jn}^{ef}t_{im}^{ab}\\
&+\tfrac14v_{mnef}t_{ij}^{ef}t_{mn}^{ab}+\tfrac12P(ij)P(ab)v_{mnef}t_{jn}^{bf}t_{im}^{ae}.
\end{aligned}\tag{11}$$

The theorem defines

$$\begin{aligned}
F_{me}&=f_{me},\\
F_{mi}&=f_{mi}+\tfrac12v_{mnef}t_{in}^{ef},\\
F_{ae}&=f_{ae}-\tfrac12v_{mnef}t_{mn}^{af},\\
W_{mnij}&=v_{mnij}+\tfrac12v_{mnef}t_{ij}^{ef},\\
W_{abef}&=v_{abef}+\tfrac12t_{mn}^{ab}v_{mnef},\\
W_{mbej}&=v_{mbej}+v_{mnef}t_{jn}^{bf},\\
W_{mbij}&=v_{mbij}-f_{me}t_{ij}^{be}+\tfrac12v_{mbef}t_{ij}^{ef}+P(ij)v_{mnie}t_{jn}^{be},\\
W_{abej}&=v_{abej}-f_{me}t_{mj}^{ab}+\tfrac12v_{mnej}t_{mn}^{ab}-P(ab)v_{mbef}t_{mj}^{af},
\end{aligned}\tag{2}$$

$$X_{be}=v_{bmef}r_m^f-\tfrac12v_{mnef}r_{mn}^{bf},\qquad
X_{mj}=v_{mnje}r_n^e+\tfrac12v_{mnef}r_{jn}^{ef}. \tag{3}$$

and states

$$\begin{aligned}
\sigma_i^a={}&F_{ae}r_i^e-F_{mi}r_m^a+W_{maei}r_m^e\\
&+F_{me}r_{im}^{ae}+\tfrac12v_{amef}r_{im}^{ef}-\tfrac12v_{mnie}r_{mn}^{ae},
\end{aligned}\tag{4}$$

$$\begin{aligned}
\sigma_{ij}^{ab}={}&P(ij)W_{abej}r_i^e-P(ab)W_{mbij}r_m^a\\
&+P(ab)F_{be}r_{ij}^{ae}-P(ij)F_{mj}r_{im}^{ab}\\
&+\tfrac12W_{abef}r_{ij}^{ef}+\tfrac12W_{mnij}r_{mn}^{ab}+P(ij)P(ab)W_{mbej}r_{im}^{ae}\\
&+P(ab)X_{be}t_{ij}^{ae}-P(ij)X_{mj}t_{im}^{ab}.
\end{aligned}\tag{5}$$

If $\Omega=0$, projecting $\bar H(r_0+R)|0\rangle=E'(r_0+R)|0\rangle$ on singles and doubles gives the EOM-CCSD equation $\sigma=\omega r$, with $\omega=E'-E$ and $E=\langle0|\bar H|0\rangle$.

### Lemma 5: the response to double excitations

The parts of (4) and (5) containing $r_{ij}^{ab}$ are correct.

*Proof.* The singles residual (9) is linear in $T_2$. Replacing $t_{ij}^{ab}$ by $r_{ij}^{ab}$ in its last three terms gives the second line of (4).

In the doubles residual, the linear terms of (10) give the same terms with $r$ for $t$. The quadratic operator is $\frac12[[V,T_2],T_2]$. Its derivative is

$$\tfrac12[[V,R_2],T_2]+\tfrac12[[V,T_2],R_2]=[[V,T_2],R_2],$$

because $T_2$ and $R_2$ commute and the two double commutators are equal. Every line of $V$ must now end on $T_2$ or $R_2$, and each of them must receive at least one line. The possibilities are as follows.

- $T_2$ takes three lines and $R_2$ one. By (8), $V$ and $T_2$ add $-\frac12v_{mnef}t_{mn}^{bf}$ to $f_{be}$ and $\frac12v_{mnef}t_{jn}^{ef}$ to $f_{mj}$. This produces $P(ab)F_{be}r_{ij}^{ae}-P(ij)F_{mj}r_{im}^{ab}$.
- Each takes two lines. The first three rows of (8) complete $W_{mnij}$, $W_{abef}$ and $W_{mbej}$, which act on $R_2$. The ring term enters with factor 1 here, whereas it had $\frac12$ in $Q$, because $T_2$ and $R_2$ are distinguishable.
- $R_2$ takes three lines and $T_2$ one. The last two rows of (8), with $r$ for $t$, give one-body operators with coefficients
$$-\tfrac12v_{mnef}r_{mn}^{bf}\quad\text{and}\quad \tfrac12v_{mnef}r_{jn}^{ef}.$$
They act on $T_2$, and are the second terms of $X_{be}$ and $X_{mj}$.

This accounts for every term containing $R_2$. $\square$

The third case is the three-body contribution. Seen without $R_2$, the interaction has one line joined to $T_2$. Three lines of $V$ and three operators of $T_2$ remain free, which makes a six-index, three-body operator. The order of summation is what makes it expensive or cheap.

### Lemma 6: a single excitation changes the integrals

The commutator $H'=[\tilde H,R_1]$ has the same one- and two-body form as $\tilde H$. In $v'$, an empty creation index $a$ contributes $-r_m^a v_{\ldots m\ldots}$ and an occupied annihilation index $i$ contributes $+r_i^e v_{\ldots e\ldots}$. These contributions are summed over the index positions. The other two index types contribute nothing. For the one-body part,

$$f'_{pq}=(\text{the same replacements in }f_{pq})+v_{pmqe}r_m^e. \tag{12}$$

*Proof.* By Lemma 2, with $\lambda R_1$ in place of $T_1$, the operator $e^{-\lambda R_1}\tilde He^{\lambda R_1}$ is obtained from $\tilde H$ by index replacements. Its first-order coefficient in $\lambda$ is $[\tilde H,R_1]$, which gives the rule for $v'$. For $f_{pq}=h_{pq}+v_{pmqm}$, replacing $p$ or $q$ gives the first part of (12). The summed index $m$ occurs once as a creation index, which is unchanged, and once as an annihilation index, which contributes $r_m^e v_{pmqe}$. $\square$

The last term in (12) is the mean field, direct and exchange, of the transition density described by $r_m^e$. The integrals needed are

$$\begin{aligned}
f'_{me}&=v_{mnef}r_n^f,\qquad v'_{mnef}=0,\\
f'_{ai}&=f_{ae}r_i^e-f_{mi}r_m^a+v_{maei}r_m^e,\\
f'_{be}&=-r_m^bf_{me}+v_{bmef}r_m^f,\\
f'_{mj}&=r_j^ef_{me}+v_{mnje}r_n^e,\\
v'_{amef}&=-r_n^av_{nmef},\qquad v'_{mnie}=r_i^fv_{mnfe},\\
v'_{abij}&=P(ij)v_{abej}r_i^e-P(ab)v_{mbij}r_m^a,\\
v'_{abef}&=-P(ab)r_m^av_{mbef},\qquad v'_{mnij}=P(ij)r_i^ev_{mnej},\\
v'_{mbej}&=r_j^fv_{mbef}-r_n^bv_{mnej}.
\end{aligned}\tag{13}$$

In $f'_{ai}$, exchanging both index pairs has turned $v_{amie}$ into $v_{maei}$.

Since $R_1$ commutes with $T_2$,

$$[\bar H,R_1]=e^{-T_2}[\tilde H,R_1]e^{T_2}=e^{-T_2}H'e^{T_2}.$$

Its projections are therefore $\Omega$ evaluated with $f',v'$ and unchanged $T_2$. Because $v'_{mnef}=0$, the quadratic part $Q$ drops out.

### Proof of the singles equation

Insert (13) in (9). The term $f'_{ai}$ supplies the bare parts of $F_{ae}$, $F_{mi}$ and $W_{maei}$. The next is

$$f'_{me}t_{im}^{ae}=v_{mnef}r_n^ft_{im}^{ae}=(v_{mnef}t_{in}^{af})r_m^e,$$

where the dummy pairs $m,n$ and $e,f$ were exchanged. Two exchanges in $v$ leave its sign unchanged. This completes $W_{maei}$. The remaining two terms are

$$\tfrac12v'_{amef}t_{im}^{ef}=-\tfrac12r_n^av_{nmef}t_{im}^{ef}
=-r_m^a(\tfrac12v_{mnef}t_{in}^{ef}),$$

$$-\tfrac12v'_{mnie}t_{mn}^{ae}=-\tfrac12r_i^fv_{mnfe}t_{mn}^{ae}
=r_i^e(-\tfrac12v_{mnef}t_{mn}^{af}).$$

They complete $-F_{mi}r_m^a$ and $F_{ae}r_i^e$. Together with Lemma 5 this proves (4).

### Proof of the doubles equation

Insert (13) in the linear terms of (10). The term $v'_{abij}$ gives the bare integrals in $W_{abej}$ and $W_{mbij}$. The four-particle and four-hole terms give

$$\tfrac12v'_{abef}t_{ij}^{ef}=-P(ab)r_m^a(\tfrac12v_{mbef}t_{ij}^{ef}),$$

$$\tfrac12v'_{mnij}t_{mn}^{ab}=P(ij)r_i^e(\tfrac12v_{mnej}t_{mn}^{ab}).$$

The mixed integral $v'_{mbej}$ has two parts. In the first, interchange $i$ and $j$; this reverses the sign of $P(ij)$. Then rename $e$ and $f$:

$$\begin{aligned}
P(ij)P(ab)r_j^fv_{mbef}t_{im}^{ae}
&=-P(ij)r_i^fP(ab)v_{mbef}t_{jm}^{ae}\\
&=-P(ij)r_i^eP(ab)v_{mbfe}t_{jm}^{af}\\
&=P(ij)r_i^e\left[-P(ab)v_{mbef}t_{mj}^{af}\right].
\end{aligned}$$

The last line uses $v_{mbfe}=-v_{mbef}$ and $t_{jm}^{af}=-t_{mj}^{af}$, two signs that cancel. This is the last term of $W_{abej}$. In the second part, interchange $a$ and $b$, then rename $m$ and $n$:

$$\begin{aligned}
-P(ij)P(ab)r_n^bv_{mnej}t_{im}^{ae}
&=P(ab)r_n^aP(ij)v_{mnej}t_{im}^{be}\\
&=P(ab)r_m^aP(ij)v_{nmej}t_{in}^{be}\\
&=P(ab)r_m^aP(ij)v_{mnje}t_{in}^{be}\\
&=-P(ab)r_m^a\left[P(ij)v_{mnie}t_{jn}^{be}\right].
\end{aligned}$$

The third line exchanges both pairs in $v$, and the fourth interchanges $i$ and $j$ under $P(ij)$. This is the last term of $W_{mbij}$.

The one-body integrals give the remaining terms. For the particle part,

$$\begin{aligned}
P(ab)f'_{be}t_{ij}^{ae}
&=-P(ab)r_m^bf_{me}t_{ij}^{ae}+P(ab)(v_{bmef}r_m^f)t_{ij}^{ae}\\
&=-P(ab)r_m^a(-f_{me}t_{ij}^{be})+P(ab)(v_{bmef}r_m^f)t_{ij}^{ae}.
\end{aligned}$$

Interchanging $a$ and $b$ produced the second line. For the hole part,

$$\begin{aligned}
-P(ij)f'_{mj}t_{im}^{ab}
&=-P(ij)r_j^ef_{me}t_{im}^{ab}-P(ij)(v_{mnje}r_n^e)t_{im}^{ab}\\
&=P(ij)r_i^e(-f_{me}t_{mj}^{ab})-P(ij)(v_{mnje}r_n^e)t_{im}^{ab}.
\end{aligned}$$

Here $i$ and $j$ were interchanged and $t_{jm}^{ab}=-t_{mj}^{ab}$ was used. The first term in each result completes $W_{mbij}$ or $W_{abej}$. The second supplies the first term of $X_{be}$ or $X_{mj}$. With Lemma 5, every term of (5) has now been obtained. $\square$

The terms in $X$ have a direct meaning. The excitation changes the effective one-particle operators for particles and holes. Differentiating $F_{be}$ and $F_{mj}$ of (2) along $R$, with the help of (13), gives $X_{be}-r_m^bf_{me}$ and $X_{mj}+r_j^ef_{me}$. The parts with $f_{me}$ were placed in $W_{mbij}$ and $W_{abej}$; $X$ is the remainder, which comes from the two-electron integrals. In the last line of (5) this remainder acts on the pair amplitudes of the ground state, so these terms are one part of the response of existing pair correlation to the excitation.

### Remark: the reference component

The coefficient $r_0$ is absent from $\sigma$. It follows from the projection on $|0\rangle$, which reads $\langle0|\bar HR|0\rangle+Er_0=E'r_0$. Full contraction of $R_1$ with the one-body part of $\tilde H$, and of $R_2$ with $V$, gives for $\omega\ne0$

$$r_0=\frac{f_{me}r_m^e+\frac14v_{mnef}r_{mn}^{ef}}{\omega}. \tag{14}$$

The factor $\frac14$ is $\frac1{16}$ times two particle pairings and two hole pairings. Terms that also contain $T_2$ do not contribute: $V$ has no lines left for $T_2$ after it has de-excited $R_2$, and with $R_1$ the required integral $v'_{mnef}$ is zero.

### Proof of the cost statement

Let $o$ and $v$ grow in proportion to a size $N$. In this count $v$ is the number of empty orbitals. A pairwise product costs one loop for each distinct index.

In (5), $W_{abef}r_{ij}^{ef}$ costs $o^2v^4$, $W_{mnij}r_{mn}^{ab}$ costs $o^4v^2$, and the ring product costs $o^3v^3$. All other products in (4) and (5) have at most five indices. Forming the elements (2) also needs at most six: for example, $v_{mbef}t_{mj}^{af}$ runs over $m,b,e,f,a,j$. Dressing by $T_1$, one index at a time, needs five. These elements are formed once for given $T$ and reused for every trial vector.

For the three-body part, take the term containing $v_{mnef}r_{mn}^{bf}t_{ij}^{ae}$. Multiplying $v$ by $t$ first creates an object with indices $m,n,f,a,i,j$. Forming it costs $o^4v^3$, and so does multiplying it by $r_{mn}^{bf}$. Multiplying $v$ by $r$ first sums over $m,n,f$ and leaves only $b,e$. This costs $o^2v^3$, as does the following product with $t_{ij}^{ae}$. The hole counterpart costs $o^3v^2$ in each of its two steps. The terms with $r_m^f$ and $r_n^e$ need $ov^3$ and $o^3v$ to form $X$. Thus the route through $X$ costs at most $N^5$, and the whole sigma vector at most $N^6$. For $v\gg o$ the steepest product is $o^2v^4$. This completes the proof of the theorem. $\square$

### Limits and conditions

If $T=0$ and $R_2=0$, (4) becomes $\sigma_i^a=f_{ae}r_i^e-f_{mi}r_m^a+v_{maei}r_m^e$, the configuration-interaction-singles equation for a Hartree–Fock reference. The three-body terms in (5) vanish for $T_2=0$, since $X$ then has no pair amplitude to act on.

For two electrons, the reference, singles and doubles span the whole space. Projection then loses nothing, and the excitation energies are those of full configuration interaction in the same basis. The same holds for any number of electrons if only two spin orbitals are empty, because triple excitations then do not exist. With at least three electrons and three empty spin orbitals, $R$ has no independent triple amplitudes and the result is in general approximate. Moreover, the matrix representing $\sigma$ is real but not symmetric, so real eigenvalues are not guaranteed and the energies are not variational upper bounds.

### Worked example: water in a minimal basis

The molecule has O–H distances of 1.81 bohr and an angle of 104.5°. The STO-3G basis gives 10 occupied and 4 empty spin orbitals; all electrons are correlated. There are $10\cdot4=40$ singles and $\binom{10}{2}\binom42=45\cdot6=270$ doubles. The CCSD equations were solved by repeatedly dividing the residual by orbital-energy differences and subtracting the result from the amplitudes. Applying (4) and (5) to each unit vector gave a $310\times310$ matrix, which was diagonalized. Full configuration interaction (FCI) used all $\binom{14}{10}=1001$ determinants.

The Hartree–Fock, CCSD and FCI ground-state energies are $-74.9630$, $-75.0125$ and $-75.0126$ Eh. The four lowest excitation levels, in Eh, are

| Level (degeneracy) | EOM-CCSD | FCI | without $X$ |
|---|---:|---:|---:|
| 1 (3) | 0.3968 | 0.3979 | 0.3994 |
| 2 (1) | 0.4566 | 0.4576 | 0.4583 |
| 3 (3) | 0.5012 | 0.5015 | 0.5023 |
| 4 (3) | 0.5048 | 0.5038 | 0.5075 |

States were matched by the overlap of their vectors. The lowest level lies at 10.80 eV in EOM-CCSD. Omitting the three-body terms raises it by $0.3994-0.3968=0.0026$ Eh. For level 2 the omission happens to bring the energy closer to FCI: the deviation changes from $-1.0$ to $+0.7$ mEh. For the other three levels it increases the size of the deviation. Agreement for one level therefore does not justify the omission. These are energies in a minimal basis, which illustrate the equations and do not predict the measured spectrum.

For the lowest level, with $r$ normalized to one, the norm of $X_{mj}$ is 0.1745 Eh, while that of $X_{be}$ is zero to four decimals. Reflection in the molecular plane offers an explanation. The basis has one spatial orbital odd under this reflection, the oxygen $2p$ function perpendicular to the plane. If it is occupied, all empty orbitals are even. An odd excitation then cannot produce a nonzero $X_{be}$ between two even orbitals, but it can couple the odd occupied orbital to even ones through $X_{mj}$. The zero thus suggests an excitation out of the perpendicular orbital; the symmetry of $r$ was not evaluated separately.

The loop counts for one sigma vector can be added by hand. With $o=10$ and $v=4$, the products through $X$ require

$$ov^3+2o^2v^3+o^3v+2o^3v^2=640+12\,800+4000+32\,000=49\,440$$

multiply-adds. Forming the six-index elements first requires

$$3o^3v^4+3o^4v^3+2o^3v^3=768\,000+1\,920\,000+128\,000=2\,816\,000,$$

which is 57 times as many. This count includes forming the elements, which do not depend on $r$ and could be stored. Their products with $r$ alone cost $o^3v^4+o^4v^3+2o^3v^3=256\,000+640\,000+128\,000=1\,024\,000$ per trial vector, still about 21 times as many. The next count leaves out the forming of the elements (2). The one- and two-body products take 320 560. Here $o$ exceeds $v$, so their largest item is $o^4v^2=160\,000$, ahead of the ring product $o^3v^3=64\,000$ and of $o^2v^4=25\,600$. Even in this small case, the three-body part changes from the dominant expense to a minor one when the trial vector meets the integrals first.
